# Exit energies of helium backscattered from arsenic and silicon

## Problem

A beam of singly charged helium-4 ions with kinetic energy $E_0=2.000$ MeV strikes a silicon wafer doped with arsenic. Some ions hit a single atom at the very surface head-on and return along the line on which they came. With what energy does such an ion leave if the atom was arsenic, and with what energy if it was silicon?

Take the struck atom to be free and at rest, and the collision to be elastic, so that kinetic energy is the same long before and long after it. The masses are $m=4.0021$ u for the ion, $M=74.9216$ u for arsenic and $M=28.0855$ u for silicon, the last being the mean over the natural isotopes. Use non-relativistic mechanics.

## A tempting solution

The ion is lighter than either atom, so it bounces back like a ball from a wall. Its momentum changes from $+mv_0$ to $-mv_0$, where $v_0$ is its incoming speed. The atom must take up the difference,

$$
P=mv_0-(-mv_0)=2mv_0 .
$$

An atom of mass $M$ with this momentum has the kinetic energy

$$
T=\frac{P^2}{2M}=\frac{4m^2v_0^2}{2M}=\frac{4m}{M}\,\frac{mv_0^2}{2}=\frac{4m}{M}E_0 .
$$

The ion keeps the rest, $E_1=E_0(1-4m/M)$. For arsenic $4m/M=4\times4.0021/74.9216=0.2137$, which gives $E_1=1.573$ MeV. For silicon $4m/M=4\times4.0021/28.0855=0.5700$, which gives $E_1=0.860$ MeV.

Momentum and energy both seem to have been respected, and the heavier atom takes less energy, as it should. Both answers are nevertheless wrong.

## Where the fault lies

The first line assumes that the ion returns with speed $v_0$. The last line says that it returns with less energy, and therefore with less speed. For silicon the result $0.860$ MeV implies a return speed of $\sqrt{0.860/2.000}\,v_0=0.656\,v_0$. With that speed the momentum handed over would be $1.656\,mv_0$, and not the $2mv_0$ from which the result was obtained. The solution contradicts itself.

A second sign of trouble appears for lighter targets. If $M<4m$, which means $M$ below about 16 u, the formula gives a negative exit energy.

The repair is to leave the return speed unknown. Call it $yv_0$, with $y\ge 0$. The momentum handed over is then $mv_0(1+y)$, and the energy balance reads

$$
\frac{mv_0^2}{2}=\frac{my^2v_0^2}{2}+\frac{m^2v_0^2(1+y)^2}{2M}.
$$

Dividing by $mv_0^2/2$ and moving the first term on the right to the left gives

$$
1-y^2=\frac{m}{M}(1+y)^2 .
$$

The tempting solution put $y=1$ on the right and then solved for $y^2$ on the left. The same $y$ must stand on both sides.

## The right solution

It is worth solving the problem with signed velocities, because the direction of the ion then comes out of the calculation and need not be assumed. Let velocities be positive along the incoming beam. After the collision the ion has velocity $v_1$ and the atom has velocity $V$. Long before and long after the collision the two are too far apart to have any appreciable potential energy, so

$$
mv_0=mv_1+MV,\qquad
\frac{mv_0^2}{2}=\frac{mv_1^2}{2}+\frac{MV^2}{2}.
$$

Collect the ion's terms on the left, after multiplying the second equation by 2:

$$
m(v_0-v_1)=MV,\qquad m(v_0-v_1)(v_0+v_1)=MV^2 .
$$

One solution is $V=0$, $v_1=v_0$, which describes an ion that has missed the atom. In a real collision $V\neq0$, and the second equation may be divided by the first:

$$
v_0+v_1=V .
$$

Rewritten as $V-v_1=v_0$, this says that the two bodies separate at the same relative speed at which they approached. Putting $V=v_0+v_1$ into the momentum equation gives

$$
mv_0-mv_1=Mv_0+Mv_1
\quad\Longrightarrow\quad
(m-M)v_0=(m+M)v_1,
$$

and therefore

$$
v_1=\frac{m-M}{m+M}\,v_0 .
$$

For $M>m$ this is negative, so the ion does turn back. Kinetic energy goes as the square of velocity, so

$$
\boxed{E_1=KE_0,\qquad K=\left(\frac{M-m}{M+m}\right)^2 .}
$$

The number $K$ is called the kinematic factor. The recoiling atom carries the remainder,

$$
T=(1-K)E_0=\frac{(M+m)^2-(M-m)^2}{(M+m)^2}E_0=\frac{4mM}{(M+m)^2}E_0 .
$$

**Arsenic.** The velocity ratio is $-(74.9216-4.0021)/(74.9216+4.0021)=-70.9195/78.9237=-0.8986$. Its square is $K=0.8075$, and

$$
E_1=1.615\ \text{MeV},\qquad T=0.385\ \text{MeV}.
$$

**Silicon.** The velocity ratio is $-24.0834/32.0876=-0.7506$. Its square is $K=0.5633$, and

$$
E_1=1.127\ \text{MeV},\qquad T=0.873\ \text{MeV}.
$$

To two decimals the exit energies are 1.61 MeV (from the unrounded 1.6149) and 1.13 MeV. In each case the ion's and the atom's energies add up to 2.000 MeV. The tempting solution was 0.042 MeV too low for arsenic and 0.267 MeV too low for silicon, which is 2.6 % and 24 % of the right values.

## What the wall picture gets right

The wall picture is not worthless. Write $r=m/M$. The true recoil fraction is

$$
\frac{T}{E_0}=\frac{4r}{(1+r)^2}=4r\,(1-2r+3r^2-\dots),
$$

while the tempting solution has $4r$. The two agree to leading order in $r$, when the target is very heavy. The tempting recoil energy is too large by the factor $(1+r)^2$, which is 1.11 for arsenic and 1.31 for silicon.

There is also a frame in which the ion really does bounce back with unchanged speed: the one that moves with the centre of mass, at velocity $v_c=mv_0/(m+M)$. There the ion arrives with velocity

$$
v_0-v_c=\frac{M}{m+M}v_0 .
$$

The total momentum is zero in this frame, so the two momenta stay equal and opposite. Energy conservation then fixes their size, and a head-on collision reverses their signs. Returning to the laboratory adds $v_c$:

$$
v_1=-\frac{M}{m+M}v_0+\frac{m}{m+M}v_0=\frac{m-M}{m+M}v_0 ,
$$

as before. The tempting solution applied the unchanged speed in the laboratory frame, where it holds only in the limit of an infinitely heavy target.

Two other cases complete the picture. If $M=m$, then $v_1=0$: the ion stops and the atom takes all the energy. If $M<m$, then $v_1>0$: the ion continues forward, and no backscattered signal exists. Off-centre hits do not change this: for $M<m$ and a scattering angle above $90^\circ$, every term of the quadratic equation for the exit speed derived below is positive, so it has no solution with $y>0$. This is why a helium beam cannot detect hydrogen by backscattering.

## Why the force does not appear

Nothing was said about the repulsion between the ion and the atom. The conservation laws compare the states before and after, and in one dimension two equations suffice for the two unknown velocities. The force decides how the velocities change in between, and how near the nuclei come.

This was tested by integrating the equations of motion of both particles under a screened Coulomb repulsion, with screening lengths of 300 fm and 1000 fm. For both elements and both lengths, the exit energy agreed with $KE_0$ to better than one part in a million. A target with the mass of a hydrogen atom left the ion moving forward, as the sign of $v_1$ requires.

The closest distance follows from the energy of relative motion. With the reduced mass $\mu=mM/(m+M)$ and initial relative speed $v_0$, this energy is

$$
E_c=\frac{\mu v_0^2}{2}=\frac{M}{m+M}E_0 ,
$$

which is 1.899 MeV for arsenic and 1.751 MeV for silicon. At the turning point the relative speed is zero, and all of $E_c$ is potential energy. For nuclei of charge numbers 2 and $Z$, with screening by the electrons neglected at such short range,

$$
d=\frac{2Ze^2}{4\pi\varepsilon_0E_c}.
$$

This gives 50.1 fm for arsenic ($Z=33$) and 23.0 fm for silicon ($Z=14$). Screening by the electrons, over a length of order $10^4$ fm, would shorten these by about 0.2 fm and 0.04 fm. A rough estimate of the distance at which the nuclei would touch is 7.0 fm and 5.5 fm. The nuclei stay well apart, which supports treating the encounter as Coulomb repulsion.

## A detector slightly off the axis

A detector placed straight behind would stand in the incoming beam, so it is often set at a scattering angle $\theta$ near $170^\circ$. The momentum equation is then a vector equation, $M\mathbf V=m(\mathbf v_0-\mathbf v_1)$. Let $y=|\mathbf v_1|/v_0$. Squaring the vector equation gives

$$
M^2V^2=m^2v_0^2(1+y^2-2y\cos\theta).
$$

The energy equation, multiplied by $2M$, gives $M^2V^2=mMv_0^2(1-y^2)$. Equating the two and dividing by $mv_0^2$,

$$
M(1-y^2)=m(1+y^2-2y\cos\theta),
$$

or, with all terms on one side,

$$
(M+m)y^2-2my\cos\theta-(M-m)=0 .
$$

For $M>m$ the product of the roots is negative, so just one root is positive:

$$
y=\frac{m\cos\theta+\sqrt{M^2-m^2\sin^2\theta}}{M+m},\qquad K(\theta)=y^2 .
$$

The square root was simplified with $m^2\cos^2\theta+M^2-m^2=M^2-m^2\sin^2\theta$. At $\theta=180^\circ$ the cosine is $-1$ and the sine is zero, which restores the earlier result. At $170^\circ$ the exit energies are 1.6175 MeV for arsenic and 1.1316 MeV for silicon, higher than at $180^\circ$ by 2.6 keV and 4.9 keV. The ion has been turned through a smaller angle and has given up less energy.

## How well the energy identifies the atom

The two surface signals lie 488 keV apart. A rough typical detector resolution is 15 keV, so in energy arsenic and silicon are easily told apart. Neighbouring masses are harder. Since

$$
\frac{d}{dM}\left(\frac{M-m}{M+m}\right)=\frac{(M+m)-(M-m)}{(M+m)^2}=\frac{2m}{(M+m)^2},
$$

the chain rule gives

$$
\frac{dE_1}{dM}=E_0\,\frac{4m(M-m)}{(M+m)^3}.
$$

This is about 23 keV per u at silicon and 4.6 keV per u at arsenic. With 15 keV resolution, surface atoms near arsenic must differ by about 3 u before their signals separate by one resolution width.

The slope also matters for silicon itself, because no silicon atom has the mean mass of 28.0855 u. The isotopes and their exit energies at $180^\circ$ are:

| Isotope | Share (%) | Exit energy (MeV) |
|---|---:|---:|
| silicon-28 | 92.22 | 1.1241 |
| silicon-29 | 4.69 | 1.1470 |
| silicon-30 | 3.09 | 1.1687 |

The value 1.13 MeV thus belongs to the mean mass. Most ions that return from surface silicon have met silicon-28 and carry 1.12 MeV.

## What the model leaves out

**Electronic excitation.** Suppose the collision also spends a small energy $Q$ on exciting electrons. The relative speed afterwards is then $w<v_0$, with $\mu w^2/2=\mu v_0^2/2-Q$, so to first order $w=v_0-Q/(\mu v_0)$. The ion leaves with

$$
v_1=\frac{mv_0-Mw}{m+M}
=\frac{m-M}{m+M}v_0+\frac{M}{m+M}\,\frac{Q}{\mu v_0}.
$$

Because $\mu=mM/(m+M)$, the last term is $Q/(mv_0)$. The energy changes by $mv_1$ times this amount:

$$
\delta E_1=\frac{v_1}{v_0}Q=-\sqrt K\,Q .
$$

A trial value $Q=2.0$ keV lowers the exit energy by 1.80 keV for arsenic and 1.50 keV for silicon.

**Thermal motion.** If the atom moves along the beam with velocity $U$ before the collision, the relative velocity to be reversed is $v_0-U$, and the centre of mass moves at $(mv_0+MU)/(m+M)$. Hence

$$
v_1=\frac{mv_0+MU-M(v_0-U)}{m+M}=\frac{(m-M)v_0+2MU}{m+M}.
$$

To first order the exit energy shifts by $mv_1\cdot2MU/(m+M)$, with $v_1$ taken at $U=0$. The classical root-mean-square value of $U$ is $\sqrt{k_BT_s/M}$ at sample temperature $T_s$. At 300 K this spreads the exit energy by roughly 0.1 keV for arsenic and 0.2 keV for silicon. The quantum zero-point motion of atoms in the crystal is not included.

**Relativity.** Solving the relativistic conservation laws for the same masses lowers the exit energies by 0.083 keV for arsenic and 0.132 keV for silicon.

**Depth.** An atom below the surface is reached by an ion that has already lost energy to the solid, and the ion loses more on its way out. Take a stopping power $S$ (energy lost per length) that is the same on both legs, and a depth $t$ along the beam. Then

$$
E_1=K(E_0-St)-St=KE_0-(K+1)St .
$$

The inward loss is multiplied by $K$ because the collision passes on only that fraction of it. With the rough value $S=0.25$ keV/nm and arsenic at 10 nm, $St=2.5$ keV, and the signal moves down by $1.8075\times2.5=4.52$ keV.

## The real measurement

This is the situation in Rutherford backscattering analysis of doped wafers, for which a 2 MeV helium beam is a typical choice. For the numbers used here, the two largest shifts of the arsenic signal come from the detector angle, which moves it up by 2.6 keV, and from the depth of the atom, which moves it down by 4.5 keV. Both are smaller than the 15 keV resolution and far smaller than the 488 keV between the two surface signals, so the simple formula is adequate for telling arsenic near the surface from silicon. It does not tell arsenic from an element whose mass differs by less than about 3 u.

The depth shift is also what makes the method useful for dopant profiles. With $S$ held at 0.25 keV/nm and the backward geometry kept, each nanometre of depth lowers the arsenic signal by $1.8075\times0.25=0.452$ keV. Near the surface a resolution of 15 keV then corresponds to about 33 nm of depth. Deeper down the statistical spread of the energy loss (straggling) adds to the detector width; Bohr's estimate of it gives about 46 nm at a depth of 300 nm and about 66 nm at 1 µm. The arsenic signal would reach the silicon surface energy only at a depth of about $488/0.452\approx1080$ nm, or roughly 1 µm. This last figure is an order of magnitude, because the stopping power changes as the ion slows. Arsenic much shallower than this appears at energies above the silicon signal. Whether it can be seen depends also on how much there is. An arsenic atom backscatters about six times as strongly as a silicon atom, so for uniform doping the arsenic signal is about $10^{-3}$ of the silicon level at $10^{19}$ cm$^{-3}$ and about $10^{-6}$ at $10^{16}$ cm$^{-3}$. The method therefore suits heavily doped layers. A signal this weak is already overlapped by the silicon-30 step, which lies 446 keV below surface arsenic.

Silicon itself does not give an isolated peak, provided the beam is not aligned with a crystal axis or plane. (Within about half a degree of a major axis the ions are channelled between the atomic rows: the yield from below the surface falls to a few per cent, a surface peak appears, and arsenic on lattice sites is largely hidden.) The wafer contains silicon at every depth, and deeper atoms return ions of lower energy. Its signal is a continuous distribution that extends downward from the surface energy. The silicon signal therefore ends in an upper edge near the calculated value. Its main step, at 1.124 MeV, belongs to silicon-28, and two small steps at 1.147 and 1.169 MeV belong to the heavier isotopes.

The numerical output below lists the main values used here.

## Table of computed values

```
helium ion mass: 4.0021 u
incoming energy: 2.000 MeV
As mass: 74.9216 u
As velocity ratio v1/v0: -0.8986
As kinematic factor K: 0.8075
As exit energy: 1.6149 MeV
As recoil energy: 0.3851 MeV
As centre-of-mass energy: 1.899 MeV
As closest Coulomb distance: 50.1 fm
As rough nuclear contact distance: 7.0 fm
As exit energy at 170 deg: 1.6175 MeV
As relativistic shift: -0.083 keV
As loss for trial excitation: 1.80 keV
As thermal rms spread: 0.127 keV
Si mass: 28.0855 u
Si velocity ratio v1/v0: -0.7506
Si kinematic factor K: 0.5633
Si exit energy: 1.1267 MeV
Si recoil energy: 0.8733 MeV
Si centre-of-mass energy: 1.751 MeV
Si closest Coulomb distance: 23.0 fm
Si rough nuclear contact distance: 5.5 fm
Si exit energy at 170 deg: 1.1316 MeV
Si relativistic shift: -0.132 keV
Si loss for trial excitation: 1.50 keV
Si thermal rms spread: 0.159 keV
Si-28: share 92.22 %, exit 1.1241 MeV
Si-29: share 4.69 %, exit 1.1470 MeV
Si-30: share 3.09 %, exit 1.1687 MeV
Si abundance-averaged exit energy: 1.1266 MeV
As-Si signal separation: 488.2 keV
rough detector resolution: 15 keV
rough stopping power: 0.25 keV/nm
assumed arsenic depth: 10 nm
downward shift of buried As: 4.52 keV
trial excitation energy: 2.0 keV
target temperature: 300 K
```
